# Quasi-elastic scaling and the Pauli-blocked Coulomb sum of a Fermi gas: verification in Python

```python
# Charge response of a non-relativistic proton Fermi gas (hbar = c = 1, MeV).
# Result under test, per proton and with the form factor divided out:
#   f(psi) = (q kF/m) r(q,omega) = (3/4)(1 - psi^2), with a linear part
#   (3/4) omega/E_F where Pauli blocking acts, and the Coulomb sum
#   S = (3/4) kappa - kappa^3/16 for kappa = q/kF < 2, and S = 1 above.
# Symbols: q momentum transfer, omega energy transfer, m proton mass,
#   kF Fermi momentum, psi = (m omega/q - q/2)/kF, E_F = kF^2/(2m).
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import spherical_jn

m = constants.m_p * constants.c**2 / constants.e * 1e-6
hbar_c = constants.hbar * constants.c / constants.e * 1e9   # MeV fm
kF = 250.0
E_F = kF**2 / (2 * m)


def scaling_function(psi, kappa):
    if psi <= -kappa / 2 or abs(psi) >= 1:
        return 0.0
    if psi < 1 - kappa:
        return 0.75 * kappa * (kappa + 2 * psi)
    return 0.75 * (1 - psi**2)


def response(omega, q):
    psi = (m * omega / q - q / 2) / kF
    return m / (q * kF) * scaling_function(psi, q / kF)


def coulomb_sum(kappa):
    return 0.75 * kappa - kappa**3 / 16 if kappa < 2 else 1.0


# Electron spin factor from diagonalized massless Dirac Hamiltonians
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli]


def positive_energy_spinors(direction):
    h = sum(n * a for n, a in zip(direction, alpha))
    values, vectors = np.linalg.eigh(h)
    return vectors[:, values > 0]


for theta in (0.4, 1.3, 2.6):
    u_in = positive_energy_spinors((0, 0, 1))
    u_out = positive_energy_spinors((np.sin(theta), 0, np.cos(theta)))
    spin_average = 0.5 * np.sum(abs(u_out.conj().T @ u_in)**2)
    assert abs(spin_average - np.cos(theta / 2)**2) < 1e-12

# Fourier transform of 1/r, with weak screening for convergence
screening = 0.05
radial = quad(lambda r: np.exp(-screening * r), 0, np.inf,
              weight='sin', wvar=1.0)[0]
# the screening itself changes the value by a relative 0.0025
assert abs(4 * np.pi * radial / (4 * np.pi) - 1) < 3e-3

# Many-fermion matrices: the density operator makes one orthogonal state of
# unit weight for each unblocked particle-hole pair (one dimension, mass 1)
modes = list(range(-4, 5))
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
annihilate = {}
for j, p in enumerate(modes):
    op = np.eye(1)
    for i in range(len(modes)):
        op = np.kron(op, sign if i < j else lower if i == j else np.eye(2))
    annihilate[p] = op
dimension = 2**len(modes)
energies = sum(p**2 / 2 * np.diag(annihilate[p].T @ annihilate[p])
               for p in modes)
occupied = [-1, 0, 1]
ground = np.zeros(dimension)
ground[0] = 1.0
for p in occupied:
    ground = annihilate[p].T @ ground
ground_energy = ground @ (energies * ground)
for shift in (1, 2, 3):
    excited = sum(annihilate[p + shift].T @ (annihilate[p] @ ground)
                  for p in modes if p + shift in modes)
    reached = np.nonzero(abs(excited) > 1e-12)[0]
    expected = sorted(((p + shift)**2 - p**2) / 2 for p in occupied
                      if p + shift not in occupied)
    assert len(reached) == len(expected)
    assert np.allclose(excited[reached]**2, 1)
    assert np.allclose(sorted(energies[reached] - ground_energy), expected)
    assert np.isclose(excited**2 @ (energies - ground_energy),
                      len(occupied) * shift**2 / 2)

# Random momenta filling the Fermi sphere uniformly
rng = np.random.default_rng(7)
samples = 2_000_000
momenta = rng.normal(size=(samples, 3))
momenta *= (kF * rng.random(samples)**(1 / 3)
            / np.linalg.norm(momenta, axis=1))[:, None]
x = np.linspace(0, 2000, 200001)
hole = spherical_jn(1, x)**2


def exchange_hole_sum(kappa):
    return 1 - 6 / np.pi * simpson(hole * np.sinc(kappa * x / np.pi), x=x)


for kappa in (0.1, 0.6, 1.0, 1.2, 1.9, 2.2, 3.0):
    assert abs(exchange_hole_sum(kappa) - coulomb_sum(kappa)) < 1e-5

print(f"proton mass m = {m:.3f} MeV")
print(f"Fermi momentum kF = {kF:.1f} MeV = {kF / hbar_c:.4f} fm^-1")
print(f"Fermi energy E_F = {E_F:.3f} MeV")
print(f"momenta sampled in the Fermi sphere = {samples}")

for q in (150.0, 300.0, 550.0):
    kappa = q / kF
    final = momenta + np.array([0, 0, q])
    initial_sq = np.sum(momenta**2, axis=1)
    final_sq = np.sum(final**2, axis=1)
    allowed = final_sq > kF**2
    omega = (final_sq - initial_sq)[allowed] / (2 * m)
    recoil = q**2 / (2 * m)
    omega_max = recoil + q * kF / m
    parabola_edge = abs(q * kF / m - recoil)
    edges = np.linspace(0, omega_max, 13)
    sampled = np.histogram(omega, edges)[0] / samples
    predicted = np.array([quad(response, a, b, args=(q,))[0]
                          for a, b in zip(edges[:-1], edges[1:])])
    # more than five standard deviations of the sampling noise
    assert np.max(abs(sampled - predicted)) < 1.5e-3
    interference = np.histogram(omega, edges,
                                weights=momenta[allowed, 0] / kF)[0] / samples
    assert np.max(abs(interference)) < 1e-3

    psi_peak = max(0.0, 1 - kappa)
    omega_peak = q * (kF * psi_peak + q / 2) / m
    width = edges[1]
    highest_bin = edges[np.argmax(sampled)] + width / 2
    assert abs(highest_bin - omega_peak) < 1.5 * width

    total_sampled = np.mean(allowed)
    total_integrated = predicted.sum()
    assert abs(total_sampled - coulomb_sum(kappa)) < 2e-3
    assert abs(total_integrated - coulomb_sum(kappa)) < 1e-6
    energy_sum = omega.sum() / samples
    assert abs(energy_sum / recoil - 1) < 5e-3   # sampling noise

    relativistic_recoil = np.sqrt(m**2 + q**2) - m
    print(f"--- q = {q:.0f} MeV, kappa = q/kF = {kappa:.2f}")
    print(f"free recoil energy q^2/2m = {recoil:.3f} MeV")
    print(f"relativistic recoil energy = {relativistic_recoil:.3f} MeV")
    print(f"lower edge of parabola in omega = {parabola_edge:.3f} MeV")
    print(f"upper edge of response in omega = {omega_max:.3f} MeV")
    print(f"maximum at psi = {psi_peak:.2f}, omega = {omega_peak:.3f} MeV")
    print(f"scaling function at maximum = "
          f"{scaling_function(psi_peak, kappa):.4f}")
    print(f"response at maximum = {response(omega_peak, q):.6f} MeV^-1")
    print(f"Coulomb sum, closed formula = {coulomb_sum(kappa):.5f}")
    print(f"Coulomb sum, sampled sphere = {total_sampled:.4f}")
    print(f"Coulomb sum, exchange hole = {exchange_hole_sum(kappa):.5f}")
    print(f"energy-weighted sum, sampled = {energy_sum:.2f} MeV")

psi_test, q_test = -0.4, 300.0
omega_test = q_test * (kF * psi_test + q_test / 2) / m
blocked_value = scaling_function(psi_test, q_test / kF)
assert abs(blocked_value - 0.75 * omega_test / E_F) < 1e-12
print(f"--- blocking at q = {q_test:.0f} MeV, psi = {psi_test:.1f}")
print(f"energy transfer = {omega_test:.3f} MeV")
print(f"scaling function with blocking = {blocked_value:.4f}")
print(f"parabola without blocking = {0.75 * (1 - psi_test**2):.4f}")
print("finished without a failed check")
```

It prints:

```
proton mass m = 938.272 MeV
Fermi momentum kF = 250.0 MeV = 1.2669 fm^-1
Fermi energy E_F = 33.306 MeV
momenta sampled in the Fermi sphere = 2000000
--- q = 150 MeV, kappa = q/kF = 0.60
free recoil energy q^2/2m = 11.990 MeV
relativistic recoil energy = 11.914 MeV
lower edge of parabola in omega = 27.977 MeV
upper edge of response in omega = 51.957 MeV
maximum at psi = 0.40, omega = 27.977 MeV
scaling function at maximum = 0.6300
response at maximum = 0.015763 MeV^-1
Coulomb sum, closed formula = 0.43650
Coulomb sum, sampled sphere = 0.4365
Coulomb sum, exchange hole = 0.43650
energy-weighted sum, sampled = 11.99 MeV
--- q = 300 MeV, kappa = q/kF = 1.20
free recoil energy q^2/2m = 47.961 MeV
relativistic recoil energy = 46.794 MeV
lower edge of parabola in omega = 31.974 MeV
upper edge of response in omega = 127.895 MeV
maximum at psi = 0.00, omega = 47.961 MeV
scaling function at maximum = 0.7500
response at maximum = 0.009383 MeV^-1
Coulomb sum, closed formula = 0.79200
Coulomb sum, sampled sphere = 0.7921
Coulomb sum, exchange hole = 0.79200
energy-weighted sum, sampled = 47.95 MeV
--- q = 550 MeV, kappa = q/kF = 2.20
free recoil energy q^2/2m = 161.201 MeV
relativistic recoil energy = 149.319 MeV
lower edge of parabola in omega = 14.655 MeV
upper edge of response in omega = 307.747 MeV
maximum at psi = 0.00, omega = 161.201 MeV
scaling function at maximum = 0.7500
response at maximum = 0.005118 MeV^-1
Coulomb sum, closed formula = 1.00000
Coulomb sum, sampled sphere = 1.0000
Coulomb sum, exchange hole = 1.00000
energy-weighted sum, sampled = 161.19 MeV
--- blocking at q = 300 MeV, psi = -0.4
energy transfer = 15.987 MeV
scaling function with blocking = 0.3600
parabola without blocking = 0.6300
finished without a failed check
```
